# Why Fourier transforming u(r) does not give the atomic momentum distribution: a numerical check

```python
"""
Result under test: the momentum wave function of psi = (u(r)/r) Y_lm is
    phi(p) = (-i)^l F(p) Y_lm(p direction),
    F(p) = sqrt(2/pi) * integral_0^inf r j_l(p r) u(r) dr,
and p^2 F^2 is the density of |p|.  The one-sided transform
    g(k) = (2 pi)^(-1/2) * integral_0^inf exp(-i k r) u(r) dr
gives another density, 2|g|^2 on k > 0, which is not that of |p|.
Symbols: Z nuclear charge, n principal and l angular quantum number,
a = Z/n decay constant, P = -i d/dr on functions with u(0) = 0.
Hartree atomic units: length in bohr, momentum in hbar/bohr.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import eval_legendre, spherical_jn


def gauss_panels(start, stop, panels, order=16):
    """Nodes and weights of composite Gauss-Legendre quadrature."""
    x, w = np.polynomial.legendre.leggauss(order)
    edges = np.linspace(start, stop, panels + 1)
    half = 0.5 * np.diff(edges)[:, None]
    middle = 0.5 * (edges[1:] + edges[:-1])[:, None]
    return (middle + half * x).ravel(), (half * w).ravel()


def close(left, right, tolerance):
    return np.max(np.abs(np.asarray(left) - np.asarray(right))) < tolerance


# ---- Position-space orbitals, checked against the radial equation ----
rs, zs = sp.symbols("r Z", positive=True)
orbital = {}
for n, l in [(1, 0), (2, 0), (3, 0), (4, 0), (2, 1)]:
    a_sym = zs / n
    if l == 0:
        shape = rs * sp.assoc_laguerre(n - 1, 1, 2 * a_sym * rs) / n
        poly = 2 * a_sym ** sp.Rational(3, 2) * shape
    else:
        poly = 2 / sp.sqrt(3) * a_sym ** sp.Rational(5, 2) * rs**2
    u_sym = poly * sp.exp(-a_sym * rs)
    residual = (sp.diff(u_sym, rs, 2) - l * (l + 1) * u_sym / rs**2
                + 2 * zs * u_sym / rs - a_sym**2 * u_sym)
    assert sp.simplify(residual * sp.exp(a_sym * rs)) == 0
    orbital[n, l] = sp.lambdify(
        (rs, zs), [u_sym, sp.diff(u_sym, rs), sp.diff(u_sym, rs, 2)], "numpy")

r, wr = gauss_panels(0.0, 160.0, 400)


# ---- Transforms computed from their definitions ----
def one_sided_transform(k, u):
    return np.exp(-1j * np.outer(k, r)) @ (wr * u) / np.sqrt(2 * np.pi)


def bessel_transform(p, l, u):
    return np.sqrt(2 / np.pi) * (spherical_jn(l, np.outer(p, r)) @ (wr * r * u))


# ---- Derived closed forms ----
def g_s_state(k, n, charge):
    a = charge / n
    return (np.sqrt(2 / np.pi) * a**1.5 * (1j * k - a) ** (n - 1)
            / (1j * k + a) ** (n + 1))


def pF_s_state(p, n, charge):
    a = charge / n
    return ((-1) ** (n - 1) * 2 * np.sqrt(2 * a**3 / np.pi)
            * np.sin(2 * n * np.arctan(p / a)) / (a**2 + p**2))


def true_s(p, n, charge):
    return pF_s_state(p, n, charge) ** 2


def one_sided_s(k, n, charge):
    a = charge / n
    return 4 * a**3 / (np.pi * (a**2 + k**2) ** 2)


def true_2p(p, charge):
    a = charge / 2
    return 512 * a**7 * p**4 / (3 * np.pi * (a**2 + p**2) ** 6)


def one_sided_2p(k, charge):
    a = charge / 2
    return 16 * a**5 / (3 * np.pi * (a**2 + k**2) ** 3)


def average(function, density, *parameters):
    return quad(lambda p: function(p) * density(p, *parameters),
                0, np.inf, limit=400)[0]


# ---- Angular integral of the plane wave gives spherical Bessel functions ----
t, wt = np.polynomial.legendre.leggauss(48)
for l in range(5):
    for x in (0.4, 3.0, 11.0):
        angular = np.sum(wt * np.exp(-1j * x * t) * eval_legendre(l, t))
        assert close(angular, 2 * (-1j) ** l * spherical_jn(l, x), 1e-12)

# ---- Full three-dimensional Fourier integral in a general direction ----
p_vector = np.array([0.3, -0.4, 0.5])
p_length = np.linalg.norm(p_vector)
r3, w3 = gauss_panels(0.0, 60.0, 16)
azimuth = 2 * np.pi * np.arange(64) / 64
sine_polar = np.sqrt(1 - t**2)[:, None]
p_dot_direction = (p_vector[0] * sine_polar * np.cos(azimuth)
                   + p_vector[1] * sine_polar * np.sin(azimuth)
                   + p_vector[2] * t[:, None])
plane_wave = np.exp(-1j * r3[:, None, None] * p_dot_direction)
harmonics = {
    0: lambda c, f: np.sqrt(1 / (4 * np.pi)) + 0 * c * f,
    1: lambda c, f: np.sqrt(3 / (4 * np.pi)) * c + 0 * f,
    2: lambda c, f: (-np.sqrt(15 / (8 * np.pi)) * np.sqrt(1 - c**2) * c
                     * np.exp(1j * f)),
}
radial_cases = {
    0: lambda x: orbital[2, 0](x, 1.0)[0],
    1: lambda x: orbital[2, 1](x, 1.0)[0],
    2: lambda x: x**3 * np.exp(-x),
}
for l in range(3):
    angular = harmonics[l](t[:, None], azimuth[None, :])
    angular_integral = np.einsum("ijk,jk,j->i", plane_wave, angular, wt)
    angular_integral = angular_integral * 2 * np.pi / 64
    direct = np.sum(w3 * r3 * radial_cases[l](r3) * angular_integral)
    direct = direct / (2 * np.pi) ** 1.5
    p_azimuth = np.arctan2(p_vector[1], p_vector[0])
    expected = ((-1j) ** l * bessel_transform([p_length], l, radial_cases[l](r))[0]
                * harmonics[l](p_vector[2] / p_length, p_azimuth))
    assert close(direct, expected, 1e-8)

# ---- Radial momentum operator: boundary term and deficiency vector ----
v, dv = (2 + 1j * r) * np.exp(-r), (1j - 2 - 1j * r) * np.exp(-r)
f, df = (3 + r) * np.exp(-2 * r), (-5 - 2 * r) * np.exp(-2 * r)
boundary_term = np.sum(wr * (np.conj(v) * (-1j * df) - np.conj(-1j * dv) * f))
assert close(boundary_term, 1j * 2 * 3, 1e-10)
for key in orbital:
    u, du, ddu = orbital[key](r, 1.0)
    assert close(np.sum(wr * np.exp(-r) * (-1j * du + 1j * u)), 0, 1e-10)

# ---- All s states up to n = 4: amplitudes, nodes, moments, tail ----
sample = np.array([0.05, 0.3, 0.9, 2.5])
for charge in (1.0, 1.7):
    for n in range(1, 5):
        a = charge / n
        u, du, ddu = orbital[n, 0](r, charge)
        assert close(np.sum(wr * u**2), 1, 1e-9)
        g_numeric = one_sided_transform(sample, u)
        pF_numeric = sample * bessel_transform(sample, 0, u)
        assert close(g_numeric, g_s_state(sample, n, charge), 1e-9)
        assert close(2 * abs(g_numeric) ** 2, one_sided_s(sample, n, charge), 1e-8)
        assert close(pF_numeric, pF_s_state(sample, n, charge), 1e-9)
        assert close(pF_numeric, -2 * g_s_state(sample, n, charge).imag, 1e-9)
        scan = np.linspace(0.013 * a, 6 * a, 301)
        signs = np.sign(bessel_transform(scan, 0, u))
        assert np.count_nonzero(np.diff(signs)) == n - 1
        if n > 1:
            nodes = a * np.tan(np.arange(1, n) * np.pi / (2 * n))
            assert close(bessel_transform(nodes, 0, u), 0, 1e-9)
        assert close(average(lambda p: 1.0, true_s, n, charge), 1, 1e-6)
        assert close(average(lambda p: p, true_s, n, charge),
                     8 * n * charge / (np.pi * (4 * n**2 - 1)), 1e-6)
        assert close(average(lambda p: p, one_sided_s, n, charge),
                     2 * a / np.pi, 1e-6)
        slope_norm = np.sum(wr * du**2)
        assert close(slope_norm, a**2, 1e-8)
        assert close(average(lambda p: p**2, true_s, n, charge), slope_norm, 1e-6)
        assert close(average(lambda p: p**2, one_sided_s, n, charge),
                     slope_norm, 1e-6)
        curvature_norm = np.sum(wr * ddu**2)
        assert close(curvature_norm, (8 * n - 3) * a**4, 1e-7)
        assert close(average(lambda p: p**4, true_s, n, charge),
                     curvature_norm, 1e-5)
        if charge == 1.0:
            far = 40.0
            tail = far**6 * (far * bessel_transform([far], 0, u)[0]) ** 2
            # relative corrections of order (Z/p)^2 remain at finite p
            assert abs(tail / (32 * a**3 * charge**2 / np.pi) - 1) < 0.01


def cut_fourth_moment(cutoff):
    return quad(lambda k: k**4 * one_sided_s(k, 1, 1.0), 0, cutoff, limit=400)[0]


fourth_cut = {cutoff: cut_fourth_moment(cutoff) for cutoff in (10, 100, 1000)}
growth = (fourth_cut[1000] - fourth_cut[100]) / 900
assert abs(growth / (4 / np.pi) - 1) < 1e-3

# ---- 2p state: the one-sided transform loses the centrifugal part ----
for charge in (1.0, 1.7):
    u, du, ddu = orbital[2, 1](r, charge)
    assert close(np.sum(wr * u**2), 1, 1e-9)
    assert close((sample * bessel_transform(sample, 1, u)) ** 2,
                 true_2p(sample, charge), 1e-9)
    assert close(2 * abs(one_sided_transform(sample, u)) ** 2,
                 one_sided_2p(sample, charge), 1e-9)
    centrifugal = 2 * np.sum(wr * u**2 / r**2)
    second_true = average(lambda p: p**2, true_2p, charge)
    second_one_sided = average(lambda p: p**2, one_sided_2p, charge)
    assert close(second_true, np.sum(wr * du**2) + centrifugal, 1e-7)
    assert close(second_one_sided, second_true - centrifugal, 1e-7)
    if charge == 1.0:
        p2_true, p2_one_sided, p2_centrifugal = (
            second_true, second_one_sided, centrifugal)


# ---- Independent judge: diagonalize p^2 at fixed l on a radial grid ----
def gaussian_from_diagonalization(key, neumann=False):
    """<exp(-p^2)> from the eigenvectors of -d^2/dr^2 + l(l+1)/r^2."""
    step, count, l = 0.02, 2000, key[1]
    grid = (np.arange(1, count + 1) - (0.5 if neumann else 0.0)) * step
    diagonal = 2 / step**2 + l * (l + 1) / grid**2
    if neumann:
        diagonal[0] = 1 / step**2
    values, vectors = eigh_tridiagonal(
        diagonal, np.full(count - 1, -1 / step**2),
        select="v", select_range=(-1.0, 40.0))
    weights = step * (vectors.T @ orbital[key](grid, 1.0)[0]) ** 2
    return np.sum(weights * np.exp(-values))


def gaussian(p):
    return np.exp(-p**2)


diag_1s = gaussian_from_diagonalization((1, 0))
diag_1s_neumann = gaussian_from_diagonalization((1, 0), neumann=True)
diag_2p = gaussian_from_diagonalization((2, 1))
bessel_1s = average(gaussian, true_s, 1, 1.0)
bessel_2p = average(gaussian, true_2p, 1.0)
wrong_1s = average(gaussian, one_sided_s, 1, 1.0)
wrong_2p = average(gaussian, one_sided_2p, 1.0)
# the grid step leaves errors of order step^2
assert close(diag_1s, bessel_1s, 2e-4) and close(diag_2p, bessel_2p, 2e-4)
assert abs(diag_1s - wrong_1s) > 0.01 and abs(diag_2p - wrong_2p) > 0.01
assert close(0.5 * (diag_1s + diag_1s_neumann), wrong_1s, 2e-4)

# ---- Cut the 1s spectrum to momenta below 1 and transform back ----
reach = 200.0
rb, wb = gauss_panels(0.0, reach, 200)
kb, wk = gauss_panels(-1.0, 1.0, 20)
g_band = g_s_state(kb, 1, 1.0)
band_share = np.sum(wk * abs(g_band) ** 2)
# beyond the grid the squared function falls as 1/r^2; its mean is added
far_part = abs(g_s_state(1.0, 1, 1.0)) ** 2 / (np.pi * reach)
side_share = {}
for side in (-1, 1):
    back = np.exp(1j * side * np.outer(rb, kb)) @ (wk * g_band)
    side_share[side] = np.sum(wb * abs(back) ** 2) / (2 * np.pi) + far_part
assert close(side_share[-1] + side_share[1], band_share, 1e-5)
assert side_share[-1] > 0.01

pb, wp = gauss_panels(0.0, 1.0, 10)
sine_share = np.sum(wp * true_s(pb, 1, 1.0))
back = np.sqrt(2 / np.pi) * (np.sin(np.outer(rb, pb))
                             @ (wp * pF_s_state(pb, 1, 1.0)))
sine_again = np.sum(wb * back**2) + true_s(1.0, 1, 1.0) / (np.pi * reach)
assert close(sine_again, sine_share, 1e-5)

# ---- Worked example: hydrogen, Z = 1 ----
momentum_si = constants.hbar / constants.physical_constants["Bohr radius"][0]
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
print("Hydrogen, Z = 1, fixed nucleus; momentum p in hbar/bohr")
print("Radial densities in bohr/hbar: Bessel (true) | one-sided")
for p in (0.0, 0.25, 0.5, 1.0, 2.0, 5.0):
    print(f"1s p={p:4.2f}: {true_s(p, 1, 1.0):.6f} | {one_sided_s(p, 1, 1.0):.6f}")
for p in (0.0, 0.25, 0.5, 1.0):
    print(f"2s p={p:4.2f}: {true_s(p, 2, 1.0):.6f} | {one_sided_s(p, 2, 1.0):.6f}")
for p in (0.0, 0.25, 0.5):
    print(f"2p p={p:4.2f}: {true_2p(p, 1.0):.6f} | {one_sided_2p(p, 1.0):.6f}")
print("Mean momentum in hbar/bohr: true | one-sided | ratio")
for n in range(1, 5):
    mean_true = average(lambda p: p, true_s, n, 1.0)
    mean_wrong = average(lambda p: p, one_sided_s, n, 1.0)
    print(f"{n}s: {mean_true:.6f} | {mean_wrong:.6f} | {mean_true / mean_wrong:.6f}")
mean_1s = average(lambda p: p, true_s, 1, 1.0)
print(f"1s true mean momentum: {mean_1s * momentum_si:.4e} kg m/s")
print("1s second moment, (hbar/bohr)^2: true | one-sided")
print(f"  {average(lambda p: p**2, true_s, 1, 1.0):.6f} | "
      f"{average(lambda p: p**2, one_sided_s, 1, 1.0):.6f}")
print(f"1s true fourth moment: {average(lambda p: p**4, true_s, 1, 1.0):.5f}"
      " (hbar/bohr)^4")
for cutoff, value in fourth_cut.items():
    print(f"1s one-sided fourth moment cut at {cutoff} hbar/bohr: {value:.3f}"
          " (hbar/bohr)^4")
print(f"2p kinetic energy, true: {p2_true / 2:.6f} hartree"
      f" = {p2_true / 2 * hartree_ev:.4f} eV")
print(f"2p kinetic energy, one-sided: {p2_one_sided / 2:.6f} hartree"
      f" = {p2_one_sided / 2 * hartree_ev:.4f} eV")
print(f"2p centrifugal energy: {p2_centrifugal / 2:.6f} hartree")
print("Average of exp(-p^2), p in hbar/bohr, dimensionless:")
print(f"1s grid diagonalization, u(0)=0: {diag_1s:.4f}")
print(f"1s Bessel density: {bessel_1s:.4f}; one-sided: {wrong_1s:.4f}")
print(f"1s grid diagonalization, zero slope at r=0: {diag_1s_neumann:.4f}")
print(f"2p grid diagonalization: {diag_2p:.4f}")
print(f"2p Bessel density: {bessel_2p:.4f}; one-sided: {wrong_2p:.4f}")
print("1s spectrum cut to momenta below 1 hbar/bohr, probabilities:")
print(f"one-sided, in band: {band_share:.4f}")
print(f"one-sided, transformed back, at r<0: {side_share[-1]:.4f}")
print(f"one-sided, transformed back, at r>0: {side_share[1]:.4f}")
print(f"sine transform, in band: {sine_share:.4f}")
print(f"sine transform, transformed back, at r>0: {sine_again:.4f}")
print("every check passed")
```

Printed output:

```
Hydrogen, Z = 1, fixed nucleus; momentum p in hbar/bohr
Radial densities in bohr/hbar: Bessel (true) | one-sided
1s p=0.00: 0.000000 | 1.273240
1s p=0.25: 0.499533 | 1.127852
1s p=0.50: 1.043038 | 0.814873
1s p=1.00: 0.636620 | 0.318310
1s p=2.00: 0.065190 | 0.050930
1s p=5.00: 0.000557 | 0.001883
2s p=0.00: 0.000000 | 2.546479
2s p=0.25: 3.003949 | 1.629747
2s p=0.50: 0.000000 | 0.636620
2s p=1.00: 0.187747 | 0.101859
2p p=0.00: 0.000000 | 3.395305
2p p=0.25: 1.780118 | 1.738396
2p p=0.50: 1.697653 | 0.424413
Mean momentum in hbar/bohr: true | one-sided | ratio
1s: 0.848826 | 0.636620 | 1.333333
2s: 0.339531 | 0.318310 | 1.066667
3s: 0.218270 | 0.212207 | 1.028571
4s: 0.161681 | 0.159155 | 1.015873
1s true mean momentum: 1.6916e-24 kg m/s
1s second moment, (hbar/bohr)^2: true | one-sided
  1.000000 | 1.000000
1s true fourth moment: 5.00000 (hbar/bohr)^4
1s one-sided fourth moment cut at 10 hbar/bohr: 9.986 (hbar/bohr)^4
1s one-sided fourth moment cut at 100 hbar/bohr: 124.349 (hbar/bohr)^4
1s one-sided fourth moment cut at 1000 hbar/bohr: 1270.242 (hbar/bohr)^4
2p kinetic energy, true: 0.125000 hartree = 3.4014 eV
2p kinetic energy, one-sided: 0.041667 hartree = 1.1338 eV
2p centrifugal energy: 0.083333 hartree
Average of exp(-p^2), p in hbar/bohr, dimensionless:
1s grid diagonalization, u(0)=0: 0.5423
1s Bessel density: 0.5423; one-sided: 0.7008
1s grid diagonalization, zero slope at r=0: 0.8593
2p grid diagonalization: 0.8012
2p Bessel density: 0.8012; one-sided: 0.9319
1s spectrum cut to momenta below 1 hbar/bohr, probabilities:
one-sided, in band: 0.8183
one-sided, transformed back, at r<0: 0.0743
one-sided, transformed back, at r>0: 0.7440
sine transform, in band: 0.7122
sine transform, transformed back, at r>0: 0.7122
every check passed
```
